# Surface cooling after an instantaneous, exponentially absorbed heat pulse

## All the heat in a surface sheet

Let a solid fill $z\ge 0$, and let a short pulse leave an energy $Q$ per unit area in a very thin sheet at $z=0$. Afterwards no heat crosses the surface. How hot is the surface at a later time $t$?

Write $T(z,t)$ for the temperature rise above the uniform starting temperature. The mass density $\rho$, specific heat $c$ and thermal conductivity $\kappa$ are constants. Fourier's law gives the heat flux $J=-\kappa\,\partial_zT$, and energy balance in a thin slice gives $\rho c\,\partial_tT=-\partial_zJ$. Together,

$$\partial_tT=D\,\partial_z^2T,\qquad D=\frac{\kappa}{\rho c},\qquad \partial_zT(0,t)=0 .$$

The last condition is the insulated surface. Far below, $T\to0$. No $\hbar$, electron mass or charge enters, so the algebra reads the same in atomic units, with temperature measured as $k_BT$, and in any other consistent set.

The building block is the Gaussian

$$g(z,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-z^2/4Dt}.$$

Its derivatives are

$$\partial_tg=\left(-\frac1{2t}+\frac{z^2}{4Dt^2}\right)g,\qquad
\partial_zg=-\frac{z}{2Dt}\,g,\qquad
\partial_z^2g=\left(\frac{z^2}{4D^2t^2}-\frac1{2Dt}\right)g .$$

Multiplying the last by $D$ reproduces the first, so $g$ solves the heat equation. Its slope vanishes at $z=0$, as the insulated surface requires. Its integral over the whole line is 1, hence over $z>0$ it is $\tfrac12$. The solid must hold $\int_0^\infty\rho c\,T\,dz=Q$, which fixes the factor:

$$T(z,t)=\frac{2Q}{\rho c}\,g(z,t),\qquad T(0,t)=\frac{Q}{\rho c\sqrt{\pi Dt}} .$$

The reading is simple: the energy $Q$ occupies a depth of order $\sqrt{Dt}$, which grows, so the temperature falls as $t^{-1/2}$.

The limit $t\to0$ exposes the defect of this case. The rise diverges because a finite energy was put into zero thickness. A real absorption depth must remove the divergence.

## The sheet moved to depth $y$

Now put an energy $q$ per unit area in a sheet at depth $y$. The function $g(z-y,t)$ alone would leak heat through $z=0$. Add a mirror sheet at $-y$:

$$T(z,t)=\frac{q}{\rho c}\,\bigl[g(z-y,t)+g(z+y,t)\bigr].$$

Since $\partial_zg$ is odd in its argument, the two slopes cancel at $z=0$. The energy is right as well. Shifting variables,

$$\int_0^\infty[g(z-y)+g(z+y)]\,dz=\int_{-y}^{\infty}g\,dx+\int_{y}^{\infty}g\,dx
=\int_{-y}^{\infty}g\,dx+\int_{-\infty}^{-y}g\,dx=1,$$

where the second step uses that $g$ is even. For $y\to0$ the two terms merge into $2g$, the previous case.

At the surface the direct and mirror terms are equal:

$$T(0,t)=\frac{2q}{\rho c}\,g(y,t)=\frac{q}{\rho c\sqrt{\pi Dt}}\,e^{-y^2/4Dt}.$$

This rises from zero and then falls. Setting the time derivative of its logarithm, $-1/(2t)+y^2/(4Dt^2)$, to zero puts the maximum at $t=y^2/2D$. Heat from deeper sheets arrives later, and that delayed supply slows the cooling of a surface heated over a finite depth.

## The exponential deposit

Let light be absorbed with coefficient $\alpha$. Each slice $dy$ receives $Q\alpha e^{-\alpha y}dy$ per unit area, and the integral over depth is $Q$. Here $Q$ is the absorbed energy, after reflection has been subtracted. If deposition is instantaneous, the initial rise is

$$T(z,0)=A\,e^{-\alpha z},\qquad A=\frac{Q\alpha}{\rho c}.$$

The heat equation is linear, so the sheets add. At the surface,

$$T(0,t)=\frac{A}{\sqrt{\pi Dt}}\int_0^\infty e^{-y^2/4Dt-\alpha y}\,dy .$$

Complete the square, with $u=\alpha\sqrt{Dt}$:

$$\frac{y^2}{4Dt}+\alpha y=\left(\frac{y}{2\sqrt{Dt}}+u\right)^2-u^2 ,$$

because the cross term is $2u\,y/(2\sqrt{Dt})=\alpha y$. Substitute $p=y/(2\sqrt{Dt})+u$. Then $dy=2\sqrt{Dt}\,dp$, and $y=0$ becomes $p=u$:

$$T(0,t)=A\,e^{u^2}\,\frac{2}{\sqrt\pi}\int_u^\infty e^{-p^2}dp .$$

The integral with its prefactor is the definition of $\operatorname{erfc}u$. Therefore

$$\boxed{\,T(0,t)=\frac{Q\alpha}{\rho c}\,e^{\alpha^2Dt}\,\operatorname{erfc}\!\left(\alpha\sqrt{Dt}\right)}$$

No other solution that decays at depth fits the same data. The difference $w$ of two solutions starts at zero and obeys

$$\frac{d}{dt}\int_0^\infty w^2dz=2D\int_0^\infty w\,\partial_z^2w\,dz=2D\bigl[w\,\partial_zw\bigr]_0^\infty-2D\int_0^\infty(\partial_zw)^2dz .$$

The bracket vanishes at both ends, so a non-negative integral that begins at zero cannot grow. It stays zero, and so does $w$.

### Early limit

Put $\tau=u^2=\alpha^2Dt$ and $F(\tau)=e^{\tau}\operatorname{erfc}\sqrt\tau$. For small $\tau$,

$$e^\tau=1+\tau+\dots,\qquad \operatorname{erfc}\sqrt\tau=1-\frac{2}{\sqrt\pi}\sqrt\tau+O(\tau^{3/2}),$$

$$F=1-2\sqrt{\tau/\pi}+\tau+O(\tau^{3/2}).$$

The divergence has gone: the rise starts at $A$. It then falls with infinite initial rate, and the reason can be traced. The deposit has slope $-\alpha A$ at the surface, whereas insulation demands zero slope. With its mirror image the initial rise is $A e^{-\alpha|z|}\approx A(1-\alpha|z|)$ near $z=0$, which has a kink. Diffusion averages this over a Gaussian of variance $2Dt$, for which the mean of $|z|$ is $2\sqrt{Dt/\pi}$. The surface value becomes $A(1-2\alpha\sqrt{Dt/\pi})$, which is the square-root term above.

### Late limit

For large $u$, integrate by parts twice, using $e^{-p^2}=-(1/2p)\,d(e^{-p^2})/dp$:

$$\int_u^\infty e^{-p^2}dp=\frac{e^{-u^2}}{2u}-\int_u^\infty\frac{e^{-p^2}}{2p^2}dp
=\frac{e^{-u^2}}{2u}\left(1-\frac1{2u^2}+\dots\right).$$

Multiplying by $2e^{u^2}/\sqrt\pi$ gives

$$F=\frac{1}{\sqrt{\pi\tau}}\left(1-\frac{1}{2\tau}+\dots\right),\qquad
T(0,t)\to\frac{Q}{\rho c\sqrt{\pi Dt}} .$$

The factor $\alpha$ in $A$ cancels the one in $\sqrt\tau$. The surface sheet is recovered, and at fixed $Q$ the absorption depth is forgotten once heat has diffused well beyond it.

## The temperature below the surface

At depth $z$ both terms of each sheet are needed. In the direct term the exponent is

$$-\frac{(y-z)^2}{4Dt}-\alpha y=-\frac{(y-z+2\alpha Dt)^2}{4Dt}-\alpha z+\alpha^2Dt .$$

To check it, expand the square on the right: its cross term contributes $-\alpha(y-z)$ and its last term $-\alpha^2Dt$. Adding $-\alpha z+\alpha^2Dt$ leaves $-\alpha y$. Now let $p=(y-z+2\alpha Dt)/(2\sqrt{Dt})$. The lower limit $y=0$ becomes $p=u-s$, with $s=z/(2\sqrt{Dt})$, and

$$\int_0^\infty g(z-y)e^{-\alpha y}dy=\frac{1}{\sqrt\pi}\,e^{u^2-\alpha z}\int_{u-s}^\infty e^{-p^2}dp=\tfrac12e^{u^2-\alpha z}\operatorname{erfc}(u-s).$$

The mirror term follows by $z\to-z$, which also reverses $s$. The sum is

$$T(z,t)=\frac A2e^{\alpha^2Dt}\left[e^{-\alpha z}\operatorname{erfc}(u-s)+e^{\alpha z}\operatorname{erfc}(u+s)\right].$$

It is even in $z$, so its surface slope is zero, and at $z=0$ it returns the boxed result.

Deep in the tail, where $s-u\gg1$, the first complementary error function tends to 2 and the second term is negligible. Then $T\approx A e^{\alpha^2Dt-\alpha z}$: the tail warms while the surface cools. An exponential has positive curvature, $\partial_z^2T=\alpha^2T$, so more heat enters each slice from above than leaves it below. This exponential law ends when $s-u$ is no longer large. The warming itself can continue well beyond that time, as heat from nearer the surface arrives, before the slice finally cools. The total is conserved throughout, since $\frac{d}{dt}\int_0^\infty T\,dz=D[\partial_zT]_0^\infty=0$.

## A pulse of finite length

Let the same $Q$ arrive at constant power during $0<t<t_p$. Energy deposited at $t'$ has age $t_p-t'$ when the pulse ends. With $\tau_p=\alpha^2Dt_p$, superposition gives

$$T_{\rm end}=\frac{A}{\tau_p}\int_0^{\tau_p}F(\tau)\,d\tau .$$

The integral follows from the derivative of $F$:

$$F'=e^\tau\operatorname{erfc}\sqrt\tau+e^\tau\left(-\frac{2}{\sqrt\pi}e^{-\tau}\right)\frac{1}{2\sqrt\tau}=F-\frac{1}{\sqrt{\pi\tau}} .$$

Integrate from 0 to $\tau_p$ with $F(0)=1$, and solve for the integral of $F$:

$$T_{\rm end}=\frac{A}{\tau_p}\left[F(\tau_p)-1+2\sqrt{\tau_p/\pi}\right].$$

For a short pulse, integrating the early series term by term gives

$$T_{\rm end}\approx A\left[1-\tfrac43\sqrt{\tau_p/\pi}+\tfrac12\tau_p\right].$$

The approach to the instantaneous peak is slow because the correction is a square root. For a long pulse the last term in the exact bracket dominates, and $T_{\rm end}\to2Q/(\rho c\sqrt{\pi Dt_p})$. This is twice the sheet result at age $t_p$, because much of the energy is younger than $t_p$.

## Numbers for an amorphised layer

The parameters are round model values, meant only to give the order of magnitude for green-laser heating of silicon amorphised by implantation: absorption depth $1/\alpha=100$ nm, $D=0.01$ cm²/s, $\rho c=2$ J/(cm³ K), absorbed fluence $0.01$ J/cm², starting temperature 600 K. With $1/\alpha=10^{-5}$ cm,

$$A=\frac{0.01}{2\times10^{-5}}\ \text{K}=500\ \text{K},\qquad
\frac1{\alpha^2D}=\frac{10^{-10}}{0.01}\ \text{s}=10\ \text{ns}.$$

The initial rise corresponds to $k_BA=0.0431$ eV. At 10 ns, $u=1$ and $F=0.4276$, so the rise is $500\times0.4276=214$ K, or 0.0184 eV. Half the initial rise is left after 5.9 ns. At 100 ns the surface is still 85 K above its start.

The late law gives 89 K at 100 ns, about 5% above the full result. Its first correction explains this: here $\tau=10$ and $1/(2\tau)=0.05$.

At 10 ns the rises at 0, 100, 200 and 400 nm are 214, 182, 115 and 24 K. At 400 nm the initial rise was $500e^{-4}=9$ K, so this depth has warmed. The tail formula gives $500e^{1-4}=25$ K. Here $s-u=1$ is not large, and the closeness to the full value is helped by two errors of opposite sign: the first complementary error function is 1.84 instead of 2, while the omitted mirror term would add about 3%.

As a test, the heat equation was integrated on a finite-volume grid with a 2.5 nm surface cell, without mirror sources or error functions. At the five times in the numerical output, from 1 to 100 ns, its surface rise differs from the formula by at most 0.01%.

### When is a pulse instantaneous?

A pulse of 0.1 ns has $\tau_p=0.01$. The short-pulse series gives

$$500\,(1-0.0752+0.0050)\ \text{K}=465\ \text{K},$$

in agreement with the closed form, 464.7 K, and with the grid calculation, 464.4 K. A pulse lasting 1% of the diffusion time thus lowers the peak by 7% relative to $A$. To hold the loss to 1%, the leading term requires $\tau_p=\pi(0.0075)^2\approx1.8\times10^{-4}$, a pulse of about 2 ps. With the rough carrier lifetime of 10 ps used below, much of the absorbed energy may not yet have become lattice heat on that scale.

Later the pulse length matters far less. At 10 ns after the pulse begins, the mean age of the energy is shorter by $t_p/2$. The relative change is about $-F'\tau_p/(2F)$. With $F'=0.4276-0.5642=-0.1366$, this is 0.0016, or 0.2%. The condition $t_p\ll1/(\alpha^2D)$ therefore has to be read with the quantity in mind: it is demanding for the peak and mild for the cooling curve.

## The model beside a real layer

For the temperature slopes tried here, letting the absorption vary changes the rise at pulse end more than letting the heat capacity and conductivity vary. If $\alpha$ grows by $10^{-3}$ of its starting value per kelvin, a rough figure, the rise at the end of the 0.1 ns pulse goes from 464 to 580 K. Letting heat capacity and conductivity grow by $2\times10^{-4}$ per kelvin instead lowers it to 445 K. The pulse-end grid values here and below are averages over the 2.5 nm surface cell; the surface itself is up to about 1 K hotter. A longer pulse can matter more than either variation. For a 10 ns pulse, $\tau_p=1$ and the closed form gives $500(0.4276-1+1.1284)=278$ K, so the instantaneous formula would overstate the peak by 80% relative to that value.

Crystalline silicon below the layer conducts better. With a conductivity ratio of 20 and an interface at 500 nm, the rise at 100 ns drops from 85 to 74 K, or 13%. The spreading length $\sqrt{4Dt}=632$ nm has by then passed the interface, so the uniform half-space is no longer a good description.

With the finite pulse, the substrate and all three temperature slopes together, the rises are 546 K at pulse end, 219 K at 10 ns and 75 K at 100 ns, times being counted from the start of the pulse. The ideal model gives 500 K initially, then 214 and 85 K. The close agreement at 10 ns is partly a cancellation: taken singly, the varying absorption raises the value by about 10 K and the varying heat capacity and conductivity lower it by about 4 K, while the substrate is not yet felt at the surface. The combined calculation uses the same temperature slopes in the substrate as in the layer. The conductivity of crystalline silicon instead falls on heating in this temperature range, so the combined value at 100 ns is only illustrative.

Optically excited carriers can also diffuse before giving up their energy. Suppose they have a constant lifetime, diffusion length $L$ and no surface recombination. Let $R(z)$ be the density of heat they release in total, per unit $Q$. The time-integrated carrier density is proportional to $R$, so the energy absorbed in a slice equals the heat released there plus the net outflow by diffusion, $-L^2R''$:

$$R-L^2R''=\alpha e^{-\alpha z},\qquad R'(0)=0 .$$

Try $R=ae^{-\alpha z}+be^{-z/L}$. For $\alpha L\ne1$ the equation gives $a=\alpha/(1-\alpha^2L^2)$, and the boundary condition gives $b=-\alpha La$. The surface value below also holds at $\alpha L=1$, by continuity. Hence

$$R(0)=a(1-\alpha L)=\frac{\alpha}{1+\alpha L}.$$

A rough carrier diffusivity of 0.1 cm²/s and lifetime of 10 ps give $L=10$ nm, so the initial surface deposit falls by $1-1/1.1=9\%$ if carriers transport all the heat. This is comparable with the effect of the 0.1 ns pulse, but the two losses do not simply add. If the delay in releasing the heat is neglected, together they lower the rise at pulse end by about 12% relative to $A$, because heat diffusion during the pulse already smooths part of the deposit. The delay is not negligible for so short a pulse: if the carriers release their heat with the 10 ps lifetime, the rise at pulse end is about 20% below $A$, and the peak, about 13% below $A$, comes roughly 0.03 ns later. These carrier figures are only indicative. With green photons of about 2.3 eV, this fluence creates about $3\times10^{21}$ electron-hole pairs per cm³ at the surface in total, and about $3\times10^{20}$ per cm³ are present at once for a 10 ps lifetime and a 0.1 ns pulse. At such densities the lifetime and diffusivity depend on the density, and the photon energy above the gap is released as the carriers cool, before they recombine, so not all of the heat is carried over the length $L$.

Two losses are small here. A black surface held at the ideal peak of 1100 K for the full 100 ns would radiate less than $10^{-4}$ of $Q$. Sideways spreading over 0.63 µm is slight beneath a beam of radius 50 µm.

Does one such pulse anneal the layer? Take a rough solid-phase regrowth rate $v=v_0e^{-E/k_BT_{\rm abs}}$, with $v_0=3\times10^{15}$ nm/s, $E=2.7$ eV and $T_{\rm abs}$ the absolute temperature. Integrated over the ideal surface history for 100 ns, it gives about $10^{-7}$ nm. The growth front lies deeper, where the layer is cooler. Even the hotter peak of the combined calculation, 1146 K, raises the rate at the peak only about threefold. This pulse does not recrystallise the layer by solid-phase regrowth, and the latent heat of that process can be ignored. With the assumed absorption depth, the peak also lies below a rough melting point of 1400 K for the amorphous material. This margin is sensitive to that depth: with 50 nm instead of 100 nm and the same fluence, the constant-property model gives about 1470 K at the end of the 0.1 ns pulse, which is above the melting point. If melting or rapid self-sustained crystallisation began, latent heat would have to enter the heat equation and the boxed formula would fail.

For millisecond processing of a crystalline wafer the other limit applies. If the substrate has the layer's heat capacity and 20 times its conductivity, then $D=0.2$ cm²/s, and in 1 ms heat spreads over $\sqrt{Dt}\approx140$ µm. An absorption depth of 100 nm is then negligible, and the long-pulse form $2Q/(\rho c\sqrt{\pi Dt_p})$ is the appropriate estimate, provided that the wafer thickness and the width of the heated area are both much larger than this spreading length, and that the properties vary little over the temperature excursion. If the 500 nm layer of low conductivity is still on top, its thermal resistance puts the surface rise after 1 ms about 5% above this estimate. The 50 µm beam considered above would not qualify: at the centre of a Gaussian beam with that $1/e^2$ radius, sideways spreading would reduce the rise after 1 ms to about 18% of this estimate.

## Calculated quantities

```
absorption depth: 100 nm
diffusivity: 0.01 cm2/s
heat capacity: 2.0 J/(cm3 K)
absorbed fluence: 0.010 J/cm2
starting temperature: 600 K
initial surface rise: 500.0 K = 0.04309 eV
time scale 1/(alpha^2 D): 10.00 ns
time to half the initial rise: 5.915 ns
surface: time ns, alpha sqrt(Dt), factor, rise K, kB rise eV
  1.000  0.3162  0.72358  361.79  0.03118
  5.915  0.7691  0.50000  250.00  0.02154
  10.000  1.0000  0.42758  213.79  0.01842
  50.000  2.2361  0.23233  116.16  0.01001
  100.000  3.1623  0.17058  85.29  0.00735
rise at 10 ns against depth:
  0 nm: 213.79 K
  100 nm: 182.49 K
  200 nm: 115.46 K
  400 nm: 23.76 K
late law at 100 ns: 89.21 K
largest solver-formula difference: 0.010 %
pulse length: 0.1 ns
rise at pulse end, formula: 464.74 K
rise at pulse end, solver: 464.35 K
layer thickness: 500 nm
substrate/layer conductivity ratio: 20
rise at 100 ns with substrate: 74.34 K
absorption slope: 1.0e-03 per K
pulse-end rise, absorption varies: 580.10 K
heat-capacity slope: 2.0e-04 per K
conductivity slope: 2.0e-04 per K
pulse-end rise, these two vary: 444.59 K
pulse, substrate and all slopes together:
  rise at pulse end: 545.95 K
  rise at 10 ns: 218.92 K
  rise at 100 ns: 74.71 K
carrier diffusivity: 0.1 cm2/s
carrier lifetime: 10 ps
carrier diffusion length: 10.0 nm
initial rise lost if carriers hold all heat: 9.1 %
radiated share in 100 ns, upper bound: 8.3e-05
heat spread sqrt(4Dt) at 100 ns: 632 nm
beam radius: 50 um
rough melting point of layer: 1400 K
peak temperature, ideal model: 1100 K
regrowth prefactor: 3e+15 nm/s
regrowth barrier: 2.7 eV
regrowth in 100 ns at surface heat: 1.4e-07 nm
```
